\section*{The KKR secular equation from waves scattered between lattice sites}

\section{A number to explain}

Put identical attractive wells on a simple cubic lattice of constant $a=6.0$ bohr,
\[
V(r)=-V_0\,(1-r^2/s^2)^2\ \ (r<s),\qquad V=0\ \ (r\ge s),
\]
with $V_0=0.60$ hartree and $s=2.7$ bohr. At $\mathbf k=(2\pi/a)(0.40,0.30,0.15)$ the lowest free-electron energy is $0.1494$ hartree. Diagonalizing the crystal Hamiltonian in plane waves puts the lowest level at $0.0518$ hartree. An equation that knows the well through one number, its $s$-wave phase shift, gives $0.0560$ hartree. How can one phase shift account for most of the lowering, and what supplies the rest?

I use Hartree atomic units and $E=\kappa^2/2>0$, so that $(\nabla^2+\kappa^2)\psi=2V\psi$. The wells are spherical and separated by gaps, and the potential between them is zero.

\section{Simple case: $s$ waves}

Let $h_l=j_l+in_l$, with $n_0(x)=-\cos x/x$, so $h_0(x)=-ie^{ix}/x$ is outgoing. Outside a well the regular radial solution is
\[
R_l=\cos\delta_l\,j_l(\kappa r)-\sin\delta_l\,n_l(\kappa r),
\]
which defines $\delta_l$. An incident wave $a\,j_l$ produces a scattered wave $b\,h_l$. Their sum must be a multiple $c$ of $R_l$:
\[
(a+b)j_l+ib\,n_l=c\,(\cos\delta_l\,j_l-\sin\delta_l\,n_l).
\]
The $n_l$ terms give $b=ic\sin\delta_l$; the $j_l$ terms then give $a=c(\cos\delta_l-i\sin\delta_l)=ce^{-i\delta_l}$. Hence
\begin{equation}
e^{-i\delta_l}\,b=i\sin\delta_l\,a. \label{site}
\end{equation}

In a Bloch state the site at $\mathbf R$ scatters with amplitude $e^{i\mathbf k\cdot\mathbf R}b$. Keep only $s$ waves. Near the origin, the spherical average of $h_0(\kappa|\mathbf r-\mathbf R|)$ is $h_0(\kappa R)j_0(\kappa r)$: the average is a regular solution of the radial equation, and its value at $r=0$ is $h_0(\kappa R)$. Demanding that the incident wave be the sum of waves from all other sites gives
\[
a=b\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}h_0(\kappa R).
\]
Insert this in \eqref{site}, divide by $\sin\delta_0$ and multiply by $\kappa$. Since $\kappa e^{-i\delta_0}/\sin\delta_0=\kappa\cot\delta_0-i\kappa$ and $-i\kappa h_0(\kappa R)=-e^{i\kappa R}/R$,
\begin{equation}
\kappa\cot\delta_0+A_{00}=0,\qquad
A_{00}=-i\kappa-\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}\frac{e^{i\kappa R}}{R}. \label{swave}
\end{equation}
At real $\kappa$ the sum does not converge absolutely. It is defined with $\mathrm{Im}\,\kappa>0$ and continued to the real axis.

\textbf{Numbers.} At $E=0.05595$ hartree, $\kappa=0.33452$ bohr$^{-1}$ and $\delta_0=1.47256$ rad. Then $\kappa\cot\delta_0=0.03297$ bohr$^{-1}$, while the lattice gives $A_{00}=-0.03297$ bohr$^{-1}$. They cancel, which is the $s$-only level quoted above.

\textbf{Limit: distant sites.} The algebra also holds for a negative energy, $\kappa=i\gamma$ with $\gamma>0$. Then
\[
\kappa\cot\delta_0+\gamma=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-\gamma R}}R .
\]
As the sites move apart the right side vanishes, leaving $\cot\delta_0=i$. By \eqref{site}, $a/b=e^{-i\delta_0}/(i\sin\delta_0)=-i\cot\delta_0-1=0$: a scattered wave $e^{-\gamma r}/r$ with nothing incident, which is a bound state of one well.

\section{Why there is no external wave}

Let $\Omega$ be the cell volume, $\mathbf q=\mathbf k+\mathbf K$ with $\mathbf K$ a reciprocal vector, and assume $\kappa^2\ne q^2$ for every $\mathbf K$. Define
\begin{equation}
G_{\mathbf k}(\mathbf r)=\frac1\Omega\sum_{\mathbf K}\frac{e^{i\mathbf q\cdot\mathbf r}}{\kappa^2-q^2}
=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}G_0(\mathbf r-\mathbf R),\quad
G_0(\mathbf r)=-\frac{e^{i\kappa r}}{4\pi r}. \label{green}
\end{equation}
Since $(\nabla^2+\kappa^2)G_0=\delta(\mathbf r)$ and $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\delta(\mathbf r-\mathbf R)=\Omega^{-1}\sum_{\mathbf K}e^{i\mathbf q\cdot\mathbf r}$, both forms solve the same equation; the second is read by continuation from $\mathrm{Im}\,\kappa>0$.

For a Bloch state $\psi$, put $\varphi=\psi-\int_\Omega G_{\mathbf k}(\mathbf r-\mathbf r')\,2V\psi\,d^3r'$. It is a Bloch function with $(\nabla^2+\kappa^2)\varphi=0$. Its Fourier coefficients obey $(\kappa^2-q^2)\varphi_{\mathbf K}=0$, so $\varphi=0$: the wave is generated entirely by the wells.

To sort it by angular momentum, use real harmonics $Y_L$, $L=(l,m)$, and expand $G_0$. For $r'<r$ it is regular in $\mathbf r'$, outgoing in $\mathbf r$ and rotationally invariant, so
\[
G_0(\mathbf r-\mathbf r')=\sum_L\alpha_l\,j_l(\kappa r')Y_L(\hat{\mathbf r}')\,h_l(\kappa r)Y_L(\hat{\mathbf r}).
\]
The delta function requires a jump $1/r^2$ in the radial derivative at $r=r'$: $\alpha_l\kappa(j_lh_l'-j_l'h_l)=1/r^2$. The radial equation makes $x^2(j_ln_l'-j_l'n_l)$ constant, and the small-$x$ forms $j_l\simeq x^l/(2l+1)!!$, $n_l\simeq-(2l-1)!!/x^{l+1}$ give the constant 1. The bracket is therefore $i/(\kappa r)^2$, and $\alpha_l=-i\kappa$. Between the spheres,
\begin{equation}
\psi=\sum_{\mathbf R,L}e^{i\mathbf k\cdot\mathbf R}b_L\,h_l(\kappa|\mathbf r-\mathbf R|)Y_L(\widehat{\mathbf r-\mathbf R}),\quad
b_L=-i\kappa\!\int_{r<s}\! j_lY_L\,2V\psi\,d^3r. \label{allwaves}
\end{equation}

\textbf{Check on one well.} With $\psi=cR_lY_L$ inside, \eqref{allwaves} gives $b=-2i\kappa c\int_0^s j_lVR_lr^2dr$, while matching gave $b=ic\sin\delta_l$. They agree if
\begin{equation}
\sin\delta_l=-2\kappa\int_0^s j_l(\kappa r)\,V\,R_l\,r^2dr. \label{source}
\end{equation}
Indeed, the radial equations give $\frac{d}{dr}\bigl[r^2(j_lR_l'-R_lj_l')\bigr]=2Vr^2j_lR_l$, primes here meaning $d/dr$. The bracket vanishes at $r=0$ and equals $-\sin\delta_l\,s^2\kappa/(\kappa s)^2=-\sin\delta_l/\kappa$ at $s$.

\section{All angular momenta}

A wave leaving $\mathbf R$ must be rewritten about the origin. Expand $G_0(\mathbf r-\mathbf r'-\mathbf R)$ for small $r,r'$ in two ways. About $\mathbf R$ it is
\[
-i\kappa\sum_{L'}j_{l'}(\kappa r')Y_{L'}(\hat{\mathbf r}')\,h_{l'}(\kappa|\mathbf r-\mathbf R|)Y_{L'}(\widehat{\mathbf r-\mathbf R}).
\]
With $\boldsymbol\rho=\mathbf r-\mathbf r'$ it is also
\[
-i\kappa\sum_{L''}j_{l''}(\kappa\rho)Y_{L''}(\hat{\boldsymbol\rho})\,h_{l''}(\kappa R)Y_{L''}(\hat{\mathbf R}).
\]
The plane-wave expansion $e^{i\mathbf p\cdot\mathbf r}=4\pi\sum_Li^lj_l(pr)Y_L(\hat{\mathbf p})Y_L(\hat{\mathbf r})$, projected on $Y_{L''}(\hat{\mathbf p})$ at $p=\kappa$, gives
\[
j_{l''}(\kappa\rho)Y_{L''}(\hat{\boldsymbol\rho})=\frac{i^{-l''}}{4\pi}\int d\hat{\mathbf p}\,Y_{L''}(\hat{\mathbf p})\,e^{i\kappa\hat{\mathbf p}\cdot\mathbf r}e^{-i\kappa\hat{\mathbf p}\cdot\mathbf r'} .
\]
Expanding both exponentials brings a factor $(4\pi)^2i^{l-l'}$. With $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat{\mathbf p}$,
\begin{equation}
j_{l''}(\kappa\rho)Y_{L''}(\hat{\boldsymbol\rho})=4\pi\sum_{LL'}i^{l-l'-l''}C_{LL'L''}\,j_l(\kappa r)Y_L(\hat{\mathbf r})\,j_{l'}(\kappa r')Y_{L'}(\hat{\mathbf r}'). \label{split}
\end{equation}
Equating coefficients of $j_{l'}(\kappa r')Y_{L'}(\hat{\mathbf r}')$ yields, for $r<R$,
\begin{align}
h_{l'}(\kappa|\mathbf r-\mathbf R|)Y_{L'}(\widehat{\mathbf r-\mathbf R})&=\sum_Lj_l(\kappa r)Y_L(\hat{\mathbf r})\,g_{LL'}(\mathbf R),\nonumber\\
g_{LL'}(\mathbf R)&=4\pi\sum_{L''}i^{l-l'-l''}C_{LL'L''}h_{l''}(\kappa R)Y_{L''}(\hat{\mathbf R}). \label{trans}
\end{align}
For $L=L'=0$, $C_{000}=Y_{00}=1/\sqrt{4\pi}$ gives $g_{00}=h_0(\kappa R)$, as in the simple case.

In the gap around the origin, \eqref{allwaves} is now the site's own wave $b_Lh_l$ plus $a_Lj_l$ in each channel. Korringa's demand reads
\begin{equation}
a_L=\sum_{L'}\mathcal G_{LL'}b_{L'},\qquad \mathcal G_{LL'}=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}g_{LL'}(\mathbf R). \label{demand}
\end{equation}
Put this in \eqref{site}, multiply by $\kappa$, and move everything to the left:
\[
\kappa\cos\delta_l\,b_L+\sin\delta_l\Bigl[-i\kappa b_L-i\kappa\sum_{L'}\mathcal G_{LL'}b_{L'}\Bigr]=0 .
\]
Dividing by $\sin\delta_l$,
\begin{equation}
\boxed{\ \det\bigl[\kappa\cot\delta_l\,\delta_{LL'}+A_{LL'}(\mathbf k,E)\bigr]=0,\qquad
A_{LL'}=-i\kappa\,(\delta_{LL'}+\mathcal G_{LL'})\ } \label{kkr}
\end{equation}
The well enters through $\delta_l$, the lattice through $A$. If $\sin\delta_l=0$ in some channel, the undivided row applies and gives $b_L=0$.

A Bloch state gives a nonzero $b$: if $b=0$, then $\psi$ vanishes between the spheres by \eqref{allwaves}, and inside them because $a=\mathcal Gb=0$. Conversely, for a null vector $b$, let \eqref{allwaves} define the outer wave. In every channel it is then a multiple of $R_l$ near each sphere, so the regular inner solution continues it smoothly. For the infinite set of channels the determinant itself does not settle, because $\kappa\cot\delta_l$ grows rapidly with $l$. I take the levels as the limits of the roots of the truncations $l\le l_{\max}$ and assume that the sums over $L$ converge; the example examines the roots numerically.

\textbf{Limit: weak wells.} Near a nondegenerate free-electron energy one term of \eqref{green} dominates. The next section shows that $A_{LL'}$ is the coefficient of $j_l(\kappa r)Y_L(\hat{\mathbf r})\,j_{l'}(\kappa r')Y_{L'}(\hat{\mathbf r}')$ in $G_{\mathbf k}(\mathbf r-\mathbf r')$ once its singular part at the origin is removed. Expanding $e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}$ in the dominant term with $q\simeq\kappa$ therefore gives
\[
A_{LL'}\simeq\frac{v_Lv_{L'}^*}{\Omega(\kappa^2-q^2)},\qquad v_L=4\pi i^lY_L(\hat{\mathbf q}).
\]
The secular equation becomes $b_L=-\tan\delta_l\,v_L\sum_{L'}v^*_{L'}b_{L'}/[\kappa\Omega(\kappa^2-q^2)]$. Multiply by $v_L^*$, sum over $L$, and cancel the common sum. Since $\sum_m|v_L|^2=4\pi(2l+1)$,
\[
\kappa^2-q^2=-\frac{4\pi}{\Omega\kappa}\sum_l(2l+1)\tan\delta_l .
\]
To first order in $V$, \eqref{source} gives $\tan\delta_l\simeq-2\kappa\int j_l^2Vr^2dr$. The angular average of $|e^{i\mathbf q\cdot\mathbf r}|^2=1$ gives $\sum_l(2l+1)j_l^2=1$. Therefore
\[
E-\frac{q^2}2=\frac{4\pi}\Omega\int_0^sVr^2dr ,
\]
the mean potential, as first-order perturbation theory requires. With $\delta_0$ near $1.5$ rad, the lowest level of the example lies outside this regime.

\section{Why the determinant is real, and how to compute $A$}

Remove from $G_{\mathbf k}$ its singular part at the origin:
\[
S(\boldsymbol\rho)=G_{\mathbf k}(\boldsymbol\rho)+\frac{\cos\kappa\rho}{4\pi\rho}
=-\frac{i\sin\kappa\rho}{4\pi\rho}+\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}G_0(\boldsymbol\rho-\mathbf R).
\]
The first term on the right is $-i\kappa j_0(\kappa\rho)/4\pi=-i\kappa\sum_Lj_l(\kappa r)Y_L(\hat{\mathbf r})j_l(\kappa r')Y_L(\hat{\mathbf r}')$, by \eqref{split} with $L''=0$, where $C_{LL'0}=\delta_{LL'}/\sqrt{4\pi}$. The second supplies $-i\kappa\mathcal G$. Hence
\[
S(\mathbf r-\mathbf r')=\sum_{LL'}A_{LL'}\,j_l(\kappa r)Y_L(\hat{\mathbf r})\,j_{l'}(\kappa r')Y_{L'}(\hat{\mathbf r}').
\]
For real $\kappa$, the first form in \eqref{green} gives $S(\boldsymbol\rho)^*=S(-\boldsymbol\rho)$. Exchanging $\mathbf r$ and $\mathbf r'$ shows that $A_{LL'}^*=A_{L'L}$, so the determinant is real. Equivalently $\mathcal G+\mathcal G^\dagger=-2$: the waves arriving from the other sites balance the flux each site radiates.

Since $S$ is a regular solution, $S=\sum_LD_Lj_l(\kappa\rho)Y_L(\hat{\boldsymbol\rho})$, and \eqref{split} gives
\[
A_{LL'}=4\pi\sum_{L''}i^{l-l'-l''}C_{LL'L''}D_{L''}.
\]
For fast sums, choose $\eta>0$ and write
\[
\frac1{\kappa^2-q^2}=\frac{e^{(\kappa^2-q^2)/\eta}}{\kappa^2-q^2}-\int_0^{1/\eta}e^{(\kappa^2-q^2)t}dt .
\]
In the integral use $\Omega^{-1}\sum_{\mathbf K}e^{i\mathbf q\cdot\boldsymbol\rho-q^2t}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}(4\pi t)^{-3/2}e^{-|\boldsymbol\rho-\mathbf R|^2/4t}$. Now compare the coefficients of $\rho^lY_L$ as $\rho\to0$. A plane wave contributes the ratio $j_l(q\rho)/j_l(\kappa\rho)\to(q/\kappa)^l$. The factor $e^{\boldsymbol\rho\cdot\mathbf R/2t}$, a plane wave of imaginary wave vector, contributes $(R/2\kappa t)^l$. Thus
\begin{align*}
D_L={}&\frac{4\pi i^l}{\Omega\kappa^l}\sum_{\mathbf K}q^lY_L(\hat{\mathbf q})\frac{e^{(\kappa^2-q^2)/\eta}}{\kappa^2-q^2}\\
&-4\pi\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}Y_L(\hat{\mathbf R})\int_0^{1/\eta}\!\Bigl(\frac{R}{2\kappa t}\Bigr)^{l}\frac{e^{\kappa^2t-R^2/4t}}{(4\pi t)^{3/2}}dt\\
&-\frac{\delta_{L0}}{4\pi}\sum_{n\ge0}\frac{\kappa^{2n}\eta^{1/2-n}}{n!\,(n-\frac12)} .
\end{align*}
The last line is the $\mathbf R=0$ term, with $e^{\kappa^2t}$ expanded in powers of $t$. For $n\ge1$ set $\rho=0$ and integrate $t^{n-3/2}$. For $n=0$, the integral over all $t$ is $1/(4\pi\rho)$, which cancels the added cosine term as $\rho\to0$; the missing range $t>1/\eta$ leaves $-2\eta^{1/2}$, the $n=0$ entry. Dividing by $Y_{00}$ gives the prefactor. In the numerical check these sums agree with the direct lattice sum at a complex $\kappa$.

\section{Back to the crystal}

Adding channels moves the lowest level as follows; the last column is the difference from the plane-wave value.
\begin{center}
\begin{tabular}{ccc}
$l_{\max}$ & $E$ (hartree) & difference (hartree)\\
0 & 0.05595 & $4.2\times10^{-3}$\\
1 & 0.05208 & $3.2\times10^{-4}$\\
2 & 0.05179 & $3.1\times10^{-5}$\\
3 & 0.05176 & $1.1\times10^{-6}$\\
4 & 0.05176 & $1.6\times10^{-7}$
\end{tabular}
\end{center}
The second digit of the last entry depends on the plane-wave reference: a still larger basis lowers that level by about $1\times10^{-8}$ hartree and turns the entry into $1.7\times10^{-7}$. At this level $\delta_0=1.49$, $\delta_1=0.020$ and $\delta_2=2.3\times10^{-4}$ rad. The $p$ channels hold about $0.1\%$ of $\sum_L|b_L|^2$, yet including them lowers the energy by $0.0039$ hartree. Eliminating the $p$ amplitudes shows what governs their effect. To first order in $\tan\delta_1$, their rows give $b_{1m}=-(\tan\delta_1/\kappa)A_{1m,0}\,b_0$, and the $s$ row becomes
\[
\kappa\cot\delta_0+A_{00}-\frac{\tan\delta_1}{\kappa}\sum_m|A_{0,1m}|^2=0 .
\]
The correction is first order in $\tan\delta_1$, whereas the share of $|b|^2$ is second order. This answers the opening question: to first order in $\tan\delta_l$, the other channels enter the $s$ equation through their small phase shifts multiplied by $|A_{0L}|^2/\kappa$, and the table shows that here the remainder comes mainly from $p$ waves. At the lowest level the $p$ term is $0.0139$ bohr$^{-1}$, beside $\kappa\cot\delta_0=0.0251$ and $A_{00}=-0.0092$ bohr$^{-1}$. It is not small within the equation, but it moves the root only from $0.05595$ to $0.05224$ hartree, close to the $0.05208$ of the full $l_{\max}=1$ determinant and about $4\%$ of the total lowering from the free-electron value. Near the poles of $A$ at the free-electron energies this first-order elimination fails: the neglected matrix $\tan\delta_1A_{1m,1m'}/\kappa$ is no longer small beside 1 (its largest eigenvalue is about $0.2$ in size at $0.10$ hartree and $1.5$ at $0.14$ hartree), and the full determinant is needed.

Between $0.01$ and $0.50$ hartree the determinant with $l_{\max}=4$ has five roots, and plane waves give five levels:
\begin{center}
\begin{tabular}{cc}
determinant (hartree) & plane waves (hartree)\\
0.051761 & 0.051760\\
0.200577 & 0.200577\\
0.304485 & 0.304485\\
0.428985 & 0.428983\\
0.467101 & 0.467098
\end{tabular}
\end{center}
The lowest is $1.408$ eV above the potential between the wells. The largest difference is $2.9\times10^{-6}$ hartree. Enlarging the plane-wave basis changed its levels by at most $2.9\times10^{-7}$ hartree, so the basis is not the main cause. Diagonalizing in plane waves a well that acts only on $l\le4$ about each site raises the five levels by $1.7\times10^{-7}$, $1.9\times10^{-7}$, $5.9\times10^{-7}$, $1.5\times10^{-6}$ and $2.9\times10^{-6}$ hartree, so the difference comes from the omitted channels $l>4$. The null vectors also reproduce the plane-wave eigenfunctions on the sphere $r=s$, for $l\le4$, within $2.5\times10^{-5}$ of the largest component.

The derivation marks its own limits. If spheres overlap, no gap exists in which to separate incident from scattered waves. If the potential between them varies, $j_l$ and $h_l$ are no longer solutions there. At $\kappa^2=q^2$ the argument that $\varphi=0$ fails and $A$ has a pole, so a state at a free-electron energy needs separate treatment.

\section*{Computed results}
\begin{verbatim}
lattice constant a = 6.0 bohr, well radius s = 2.7 bohr
well depth = 0.60 hartree
k in units of 2 pi/a: 0.40 0.30 0.15
k in 1/bohr: 0.41888 0.31416 0.15708
free-electron energies (hartree): 0.14941 0.25908 0.36874 0.47840 0.53323
translation formula, largest relative error: 1.4e-12
source integral for sin delta, relative error: 1.4e-14
lattice sum at kappa = 0.70+0.35j 1/bohr, rel. error: 7.8e-14
s-only equation at its lowest root:
  E = 0.055952 hartree, kappa = 0.334519 1/bohr
  delta_0 = 1.472559 rad
  kappa cot delta_0 = 0.032968 1/bohr
  A_00 = -0.032968 1/bohr
lowest level against l_max (hartree; minus plane-wave value):
  l_max = 0: 0.0559516  +4.2e-03
  l_max = 1: 0.0520780  +3.2e-04
  l_max = 2: 0.0517914  +3.1e-05
  l_max = 3: 0.0517616  +1.1e-06
  l_max = 4: 0.0517606  +1.6e-07
at the lowest level with l_max = 4: kappa = 0.321747 1/bohr
  l = 0: delta = 1.493e+00 rad, share of |b|^2 = 9.990e-01
  l = 1: delta = 2.034e-02 rad, share of |b|^2 = 9.731e-04
  l = 2: delta = 2.307e-04 rad, share of |b|^2 = 8.448e-07
  l = 3: delta = 1.831e-06 rad, share of |b|^2 = 6.995e-10
  l = 4: delta = 1.009e-08 rad, share of |b|^2 = 1.242e-13
levels from 0.01 to 0.50 hartree: 5 roots, 5 plane-wave levels
  level 1: determinant 0.051761, plane waves 0.051760 hartree; 1.4085 eV
  level 2: determinant 0.200577, plane waves 0.200577 hartree; 5.4580 eV
  level 3: determinant 0.304485, plane waves 0.304485 hartree; 8.2855 eV
  level 4: determinant 0.428985, plane waves 0.428983 hartree; 11.6733 eV
  level 5: determinant 0.467101, plane waves 0.467098 hartree; 12.7105 eV
largest level difference: 2.9e-06 hartree
number of plane waves: 1419
plane-wave change from smaller basis: 2.9e-07 hartree
wave function on the sphere, largest relative error: 2.5e-05
\end{verbatim}
